# Adiabatic does not mean local: the exact static exchange-correlation kernel: a numerical check

```python
"""
Result under test: the exact adiabatic xc kernel of a two-electron singlet,
    f_xc = inverse(chi_s) - inverse(chi) - w      (static responses),
is the second derivative of the ground-state E_xc and is nonlocal in space.
chi: interacting density response; chi_s: Kohn-Sham density response;
w(x,x') = 1/sqrt((x-x')^2 + a^2): repulsion; box 0 < x < L with hard walls.
Densities are stored as site occupations N_i = n(x_i) * h, h = grid spacing,
so kernel matrices carry the unit of energy. Atomic units inside.
"""
from types import SimpleNamespace
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.sparse.linalg import eigsh
from scipy.special import k0

HA = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
L_ANG, A_ANG, SLOPE_EV = 4.0, 0.5, 1.0
L, a, slope = L_ANG / BOHR, A_ANG / BOHR, SLOPE_EV * BOHR / HA


def build(m, strength=1.0):
    """Grid, one-body matrices and singlet two-electron Hamiltonian."""
    h = L / (m + 1)
    x = h * np.arange(1, m + 1)
    T = (np.diag(np.full(m, 1 / h**2))
         - np.diag(np.full(m - 1, 0.5 / h**2), 1)
         - np.diag(np.full(m - 1, 0.5 / h**2), -1))
    W = strength / np.sqrt((x[:, None] - x[None, :])**2 + a**2)
    i, j = np.triu_indices(m)
    p = np.arange(len(i))
    amp = np.where(i == j, 0.5, np.sqrt(0.5))
    S = sparse.coo_matrix(
        (np.concatenate([amp, amp]),
         (np.concatenate([i * m + j, j * m + i]), np.concatenate([p, p]))),
        shape=(m * m, len(p))).tocsr()
    Ts, one = sparse.csr_matrix(T), sparse.identity(m)
    full = sparse.kron(Ts, one) + sparse.kron(one, Ts) + sparse.diags(W.ravel())
    H = (S.T @ full @ S).tocsc()
    occ = sparse.coo_matrix(
        (np.ones(2 * len(p)), (np.concatenate([i, j]), np.concatenate([p, p]))),
        shape=(m, len(p))).tocsr()
    return SimpleNamespace(m=m, h=h, x=x, T=T, W=W, S=S, H=H, occ=occ,
                           v=slope * x)


def ks_potential(g, N):
    """Potential whose lowest orbital, at energy zero, is sqrt(N/2)."""
    phi = np.sqrt(N / 2)
    return -(g.T @ phi) / phi


def inverse_response(chi, N):
    """Inverse on neutral density changes, gauge sum(N*v) = 0."""
    d = np.sqrt(N)
    scaled = (chi - np.outer(N, N)) / np.outer(d, d)
    inv = np.linalg.inv(scaled) / np.outer(d, d)
    return 0.5 * (inv + inv.T)


def hxc_kernel(g, omega=0.0):
    """Hartree-xc kernel at frequency omega from the two responses."""
    chi = -2 * (g.rho * (g.exc / (g.exc**2 - omega**2))) @ g.rho.T
    chi_s = -4 * (g.prod * (g.gap / (g.gap**2 - omega**2))) @ g.prod.T
    return inverse_response(chi_s, g.N) - inverse_response(chi, g.N)


def solve(g):
    """All singlet states, Kohn-Sham system and static kernel."""
    E, C = eigh((g.H + sparse.diags(g.occ.T @ g.v)).toarray())
    g.E0, g.exc, g.C = E[0], E[1:] - E[0], C
    g.N = g.occ @ C[:, 0]**2
    g.rho = g.occ @ (C[:, :1] * C[:, 1:])
    g.vs = ks_potential(g, g.N)
    e, g.orb = eigh(g.T + np.diag(g.vs))
    assert abs(e[0]) < 1e-8
    assert np.allclose(2 * g.orb[:, 0]**2, g.N, atol=1e-8)
    g.gap = e[1:] - e[0]
    g.prod = g.orb[:, :1] * g.orb[:, 1:]
    G = np.eye(g.m) - np.outer(np.ones(g.m), g.N) / 2
    g.Wg = G @ g.W @ G.T
    g.fhxc = hxc_kernel(g)
    g.fxc = g.fhxc - g.Wg
    return g


def ground(g, v):
    """Ground-state energy and occupations in the potential v."""
    H = (g.H + sparse.diags(g.occ.T @ v)).tocsc()
    c = eigsh(H, k=1, sigma=0.0, v0=np.ones(H.shape[0]), tol=0)[1][:, 0]
    c = c / np.linalg.norm(c)
    return c @ (H @ c), g.occ @ c**2


def casida(g, f):
    """Squared excitation energies matrix and static polarizability."""
    r = np.sqrt(g.gap)
    A = np.diag(g.gap**2) + 4 * np.outer(r, r) * (g.prod.T @ f @ g.prod)
    A = 0.5 * (A + A.T)
    d = r * (g.x @ g.prod)
    return np.linalg.eigvalsh(A), 4 * d @ np.linalg.solve(A, d)


def four_point(g, f):
    """Mixed difference at L/5, 2L/5 against 3L/5, 4L/5."""
    x1, x2, y1, y2 = [k * (g.m + 1) // 5 - 1 for k in (1, 2, 3, 4)]
    return f[x1, y1] - f[x1, y2] - f[x2, y1] + f[x2, y2]


g = solve(build(59))
coarse = solve(build(39))
vxc0 = g.vs - g.v - g.W @ g.N

# Kernel against nonlinear inversion of perturbed interacting densities
u = np.cos(2 * np.pi * g.x / L) + 0.5 * g.x / L
lam = 2e-3
dens, vxc, exc_energy = [], [], []
for s in (-1, 0, 1):
    v = g.v + s * lam * u
    E, N = ground(g, v)
    phi = np.sqrt(N / 2)
    dens.append(N)
    vxc.append(ks_potential(g, N) - v - g.W @ N)
    exc_energy.append(E - v @ N - 2 * phi @ g.T @ phi - 0.5 * N @ g.W @ N)
dN = (dens[2] - dens[0]) / (2 * lam)
dv = (vxc[2] - vxc[0]) / (2 * lam)
dv -= g.N @ dv / 2
dv_kernel = g.fxc @ dN
err_v = np.sqrt(g.N @ (dv - dv_kernel)**2 / (g.N @ dv**2))
assert err_v < 1e-3, err_v
d2N = (dens[2] - 2 * dens[1] + dens[0]) / lam**2
d2E = (exc_energy[2] - 2 * exc_energy[1] + exc_energy[0]) / lam**2
curv_direct = d2E - vxc0 @ d2N
curv_kernel = dN @ g.fxc @ dN
assert abs(curv_direct - curv_kernel) < 5e-3 * abs(curv_kernel)

# Weak interaction: kernel tends to the nonlocal exchange kernel -w/2
weak_strength = 0.01
weak = solve(build(39, weak_strength))
weight = np.sqrt(np.outer(weak.N, weak.N))
err_weak = (np.linalg.norm(weight * (weak.fxc + weak.Wg / 2))
            / np.linalg.norm(weight * weak.Wg / 2))
assert err_weak < 0.05, err_weak

# Nonlocality, free of the gauge choice, and its grid dependence
D_exact, D_x = four_point(g, g.fxc), four_point(g, -g.W / 2)
D_coarse = four_point(coarse, coarse.fxc)
assert abs(D_exact) * HA > 0.3
assert abs(D_exact - D_coarse) * HA < 0.1


# LDA exchange kernel from the exchange hole of the uniform gas
def gas_exchange(n):
    """Exchange energy per length of the unpolarized uniform gas."""
    q = np.pi * n
    tail = lambda t: 1 / (t**2 * np.sqrt(t**2 + a**2))
    near = quad(lambda t: 2 * np.sin(q * t / 2)**2 * tail(t), 0, 1,
                epsabs=1e-12)[0]
    far = quad(tail, 1, np.inf, epsabs=1e-12)[0]
    wave = quad(tail, 1, np.inf, weight="cos", wvar=q, epsabs=1e-11)[0]
    return -(near + far - wave) / np.pi**2


n_mid, dn = g.N[g.m // 2] / g.h, 0.01
lda_numeric = (gas_exchange(n_mid + dn) - 2 * gas_exchange(n_mid)
               + gas_exchange(n_mid - dn)) / dn**2
lda_formula = -k0(np.pi * a * n_mid)
assert abs(lda_numeric - lda_formula) < 2e-3 * abs(lda_formula)

# Excitations and static polarizability with different kernels
f_lda = g.W + np.diag(-k0(np.pi * a * g.N / g.h) / g.h)
kernels = {"no kernel": 0 * g.W, "exact adiabatic": g.fhxc,
           "exact exchange": g.W / 2, "LDA exchange": f_lda}
results = {}
for name, f in kernels.items():
    squares, alpha = casida(g, f)
    assert squares[0] > 0
    results[name] = (np.sqrt(squares), alpha)
field = 5e-4
N_plus = ground(g, g.v + field * g.x)[1]
N_minus = ground(g, g.v - field * g.x)[1]
alpha_exact = -g.x @ (N_plus - N_minus) / (2 * field)
assert abs(results["exact adiabatic"][1] / alpha_exact - 1) < 1e-3

# Double-excitation character and missing adiabatic roots
doubles = []
for k in (1, 2, 3):
    Psi = (g.S @ g.C[:, k]).reshape(g.m, g.m)
    coef = g.orb.T @ Psi @ g.orb
    doubles.append(np.sum(coef[1:, 1:]**2))
assert max(doubles) > 0.5
window = 25.0 / HA
count_exact = int(np.sum(g.exc < window))
count_adiabatic = int(np.sum(results["exact adiabatic"][0] < window))
assert count_exact > count_adiabatic

# Frequency-dependent kernel at the true frequency restores true energies
restored = []
for k in range(3):
    target = g.exc[k]
    squares = casida(g, hxc_kernel(g, target * (1 - 1e-6)))[0]
    roots = np.sqrt(squares[squares > 0])
    restored.append(roots[np.argmin(abs(roots - target))])
    assert abs(restored[-1] - target) * HA < 2e-3

pol = BOHR**2 / HA
print(f"box length: {L_ANG:.1f} angstrom")
print(f"softening length a: {A_ANG:.1f} angstrom")
print(f"slope of external potential: {SLOPE_EV:.1f} eV/angstrom")
print(f"grid points: {g.m}, spacing {g.h * BOHR:.4f} angstrom")
print(f"singlet basis size: {g.C.shape[0]}")
print(f"ground-state energy: {g.E0 * HA:.3f} eV")
print(f"density at box centre: {n_mid / BOHR:.4f} 1/angstrom")
print(f"relative error, kernel vs change of v_xc: {err_v:.1e}")
print(f"E_xc curvature, direct: {curv_direct:.6f} 1/hartree")
print(f"E_xc curvature, kernel: {curv_kernel:.6f} 1/hartree")
print(f"weak-coupling strength factor: {weak_strength}")
print(f"relative distance from -w/2 there: {err_weak:.2e}")
print("four points: " + ", ".join(f"{k * L_ANG / 5:.1f}" for k in (1, 2, 3, 4))
      + " angstrom (x1, x2, y1, y2)")
print(f"D, exact adiabatic xc: {D_exact * HA:.3f} eV"
      f" = {D_exact:.5f} hartree")
print(f"D, exchange -w/2: {D_x * HA:.3f} eV")
print(f"D, correlation part: {(D_exact - D_x) * HA:.3f} eV")
print(f"D, exact adiabatic xc, {coarse.m} points: {D_coarse * HA:.3f} eV")
print(f"LDA exchange coefficient at centre, formula:"
      f" {lda_formula * HA * BOHR:.4f} eV angstrom")
print(f"LDA exchange coefficient at centre, numeric:"
      f" {lda_numeric * HA * BOHR:.4f} eV angstrom")
for k in range(3):
    print(f"true singlet excitation {k + 1}: {g.exc[k] * HA:.3f} eV,"
          f" double weight {doubles[k]:.3f}")
print(f"true excitation 1, {coarse.m} points: {coarse.exc[0] * HA:.3f} eV")
for name, (roots, alpha) in results.items():
    print(f"{name}: roots {roots[0] * HA:.3f}, {roots[1] * HA:.3f},"
          f" {roots[2] * HA:.3f} eV")
    print(f"{name}: polarizability {alpha * pol:.5f} e^2 angstrom^2/eV")
print(f"true polarizability, finite field:"
      f" {alpha_exact * pol:.5f} e^2 angstrom^2/eV")
print(f"true singlet excitations below {window * HA:.0f} eV: {count_exact}")
print(f"exact adiabatic roots below {window * HA:.0f} eV: {count_adiabatic}")
for k in range(3):
    print(f"root {k + 1} with kernel at true frequency:"
          f" {restored[k] * HA:.3f} eV")
print("OK")
```

Output:

```
box length: 4.0 angstrom
softening length a: 0.5 angstrom
slope of external potential: 1.0 eV/angstrom
grid points: 59, spacing 0.0667 angstrom
singlet basis size: 1770
ground-state energy: 23.108 eV
density at box centre: 0.6032 1/angstrom
relative error, kernel vs change of v_xc: 6.9e-06
E_xc curvature, direct: -1.203818 1/hartree
E_xc curvature, kernel: -1.203816 1/hartree
weak-coupling strength factor: 0.01
relative distance from -w/2 there: 1.85e-02
four points: 0.8, 1.6, 2.4, 3.2 angstrom (x1, x2, y1, y2)
D, exact adiabatic xc: -3.018 eV = -0.11092 hartree
D, exchange -w/2: 1.979 eV
D, correlation part: -4.997 eV
D, exact adiabatic xc, 39 points: -3.023 eV
LDA exchange coefficient at centre, formula: -6.5380 eV angstrom
LDA exchange coefficient at centre, numeric: -6.5393 eV angstrom
true singlet excitation 1: 10.187 eV, double weight 0.190
true singlet excitation 2: 13.703 eV, double weight 0.651
true singlet excitation 3: 22.881 eV, double weight 0.294
true excitation 1, 39 points: 10.174 eV
no kernel: roots 4.111, 17.374, 33.011 eV
no kernel: polarizability 0.74266 e^2 angstrom^2/eV
exact adiabatic: roots 10.270, 17.847, 33.636 eV
exact adiabatic: polarizability 0.12956 e^2 angstrom^2/eV
exact exchange: roots 8.024, 20.115, 34.636 eV
exact exchange: polarizability 0.19923 e^2 angstrom^2/eV
LDA exchange: roots 8.912, 19.308, 32.644 eV
LDA exchange: polarizability 0.16508 e^2 angstrom^2/eV
true polarizability, finite field: 0.12956 e^2 angstrom^2/eV
true singlet excitations below 25 eV: 3
exact adiabatic roots below 25 eV: 2
root 1 with kernel at true frequency: 10.187 eV
root 2 with kernel at true frequency: 13.703 eV
root 3 with kernel at true frequency: 22.881 eV
OK
```
